# Hard-Wall Roughness Coupling Between Subbands and the Forces on the Wall

An electron in the inversion layer of a transistor is held against an oxide by an electric field. The interface is not flat, and its roughness scatters the electron within a subband and between subbands. This problem finds the matrix element between two subbands for an impenetrable interface and asks what it has to do with the force that the interface exerts on the electron.

**Setting.** The electron occupies the region $z>\Delta(\mathbf r)$, where $\mathbf r$ is the in-plane position and $\Delta$ is the small displacement of the wall. The wave function vanishes on the wall. The Hamiltonian is

$$H=-c\,\partial_z^2+V(z)+T,\qquad c=\frac{\hbar^2}{2m_z},\qquad T=-\frac{\hbar^2}{2m_t}\nabla^2 ,$$

where $m_z$ and $m_t$ are the normal and in-plane masses and $\nabla$ acts on $\mathbf r$. The potential energy $V(z)$ is real and smooth, and it stays in place when the wall is displaced. For a flat wall at $z=0$ the subbands obey

$$-c\,\psi_n''+V\psi_n=E_n\psi_n,\qquad \psi_n(0)=0,$$

with $\psi_n$ real, normalized and decaying at large $z$. The full states are $\psi_n(z)e^{i\mathbf k\cdot\mathbf r}/\sqrt A$, with in-plane energy $\varepsilon_k=\hbar^2k^2/2m_t$ and area $A$. Both subbands belong to the same valley ladder, so they share $m_z$. Write

$$V'_{mn}=\int_0^\infty\psi_mV'\psi_n\,dz,\qquad D_{mn}=\int_0^\infty\psi_m\psi_n'\,dz .$$

## (a) A perturbation without a moving boundary

*The displaced wall changes the domain of the wave function, so it is not yet a perturbation of the usual kind. Choose coordinates in which the wall is flat, and find the matrix element from $|n,\mathbf k\rangle$ to $|m,\mathbf k'\rangle$ to first order in $\Delta$.*

**Solution.** Let $u=z-\Delta(\mathbf r)$ and $\Phi(\mathbf r,u)=\Psi(\mathbf r,u+\Delta(\mathbf r))$. The wall is now at $u=0$. At fixed $\mathbf r$ the change of variable is a shift, so its Jacobian is 1 and the scalar product keeps its form. The potential becomes

$$V(u+\Delta)=V(u)+\Delta V'(u)+O(\Delta^2).$$

The normal derivative is unchanged, $\partial_z\to\partial_u$. An in-plane derivative at fixed $z$ also changes $u$, so $\nabla\to\nabla-(\nabla\Delta)\partial_u$. Squaring this, with attention to the order of operators, gives

$$\big(\nabla-(\nabla\Delta)\partial_u\big)^2=\nabla^2-\big[(\nabla^2\Delta)+2(\nabla\Delta)\cdot\nabla\big]\partial_u+O(\Delta^2).$$

The first term in the bracket arises because the left-hand $\nabla$ also differentiates $\nabla\Delta$. The whole bracket is the commutator $[\nabla^2,\Delta]$, as one sees by applying $\nabla^2\Delta-\Delta\nabla^2$ to any function. Multiplication by $-\hbar^2/2m_t$ turns the kinetic energy into $T-[T,\Delta]\partial_u$. The perturbation is therefore

$$H_1=\Delta V'(u)-[T,\Delta]\,\partial_u .$$

Define $\mathbf q=\mathbf k'-\mathbf k$ and $\Delta_{\mathbf q}=A^{-1}\int\Delta(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d^2r$. Plane waves are eigenfunctions of $T$, so $\langle\mathbf k'|[T,\Delta]|\mathbf k\rangle=(\varepsilon_{k'}-\varepsilon_k)\Delta_{\mathbf q}$, and

$$\langle m,\mathbf k'|H_1|n,\mathbf k\rangle=\Delta_{\mathbf q}\left[V'_{mn}-(\varepsilon_{k'}-\varepsilon_k)D_{mn}\right].$$

The second term comes from the slope of the wall. It must be kept: an electron that changes subband exchanges in-plane energy, and the term is of the same order in $\Delta$ as the first.

## (b) The energy-conserving element

*Roughness is static, so scattering conserves total energy. Express the coupling per unit $\Delta_{\mathbf q}$, called $W_{mn}$, through properties of the two wave functions at the wall.*

**Solution.** Energy conservation reads $E_m+\varepsilon_{k'}=E_n+\varepsilon_k$, so $\varepsilon_{k'}-\varepsilon_k=-(E_m-E_n)$ and

$$W_{mn}=V'_{mn}+(E_m-E_n)D_{mn}.$$

To evaluate this, differentiate the equation for $\psi_n$:

$$-c\,\psi_n'''+V'\psi_n+V\psi_n'=E_n\psi_n'.$$

Multiply by $\psi_m$, integrate, and solve for the term with $V'$:

$$V'_{mn}=E_nD_{mn}-\int_0^\infty\psi_mV\psi_n'\,dz+c\int_0^\infty\psi_m\psi_n'''\,dz .$$

Integrate the last term by parts twice. The first boundary term, $[\psi_m\psi_n'']_0^\infty$, vanishes because $\psi_m(0)=0$. The second does not:

$$\int_0^\infty\psi_m\psi_n'''\,dz=-\int_0^\infty\psi_m'\psi_n''\,dz=\psi_m'(0)\psi_n'(0)+\int_0^\infty\psi_m''\psi_n'\,dz .$$

The sign of the wall term is positive because $-[\psi_m'\psi_n']_0^\infty$ is taken at its lower limit. Now use $c\,\psi_m''=(V-E_m)\psi_m$. The two integrals containing $V$ cancel, which leaves

$$V'_{mn}=(E_n-E_m)D_{mn}+c\,\psi_m'(0)\psi_n'(0).$$

Adding $(E_m-E_n)D_{mn}$ to both sides gives

$$W_{mn}=\frac{\hbar^2}{2m_z}\,\psi_m'(0)\,\psi_n'(0).$$

The interior of the well has dropped out. If the total energies before and after, $\mathcal E$ and $\mathcal E'$, were different, the element of part (a) would be $\Delta_{\mathbf q}[W_{mn}-(\mathcal E'-\mathcal E)D_{mn}]$. The wall-slope form in these coordinates thus belongs to energy-conserving transitions.

## (c) The force of the wall

*Find the mean force that the flat wall exerts on an electron in subband $n$. What do the forces in subbands $m$ and $n$ say about $|W_{mn}|$?*

**Solution.** In a stationary state the mean momentum along $z$ is constant, so the mean forces balance. The potential exerts $-V'_{nn}$; the wall must exert $+V'_{nn}$, directed into the semiconductor. Setting $m=n$ in part (b) gives

$$W_{nn}=V'_{nn}=\frac{\hbar^2}{2m_z}\,[\psi_n'(0)]^2 .$$

The same quantity measures the work needed to move the wall. For a uniform $\Delta$ the commutator vanishes and $H_1=\Delta V'$, so first-order perturbation theory gives $dE_n/d\Delta=V'_{nn}$.

The force is positive. If $\psi_n'(0)$ were zero along with $\psi_n(0)$, the second-order equation would make $\psi_n$ vanish everywhere.

Each element of $W$ is a product of one factor from each subband. Hence

$$W_{mn}^2=c^2[\psi_m'(0)]^2[\psi_n'(0)]^2=W_{mm}W_{nn},$$

$$|W_{mn}|=\sqrt{W_{mm}W_{nn}}=\sqrt{V'_{mm}V'_{nn}} .$$

The intersubband coupling equals, in magnitude, the geometric mean of the two wall forces. Its sign depends on the arbitrary signs of the wave functions; if every $\psi_n$ is chosen to rise from the wall, all $W_{mn}$ are positive.

In the golden rule the squared element is $|\Delta_{\mathbf q}|^2W_{mm}W_{nn}$. Orthogonality of the subbands does not weaken it, because the wall samples the two functions at one plane, whereas orthogonality concerns their integral over the whole well.

## (d) Why the bare force operator is not enough

*It is tempting to use $V'_{mn}$ as the intersubband coupling, since $V'_{nn}$ is right on the diagonal. Find what it misses in terms of the dipole element $z_{mn}=\int\psi_mz\psi_n\,dz$, and examine a uniform field.*

**Solution.** Let $h=-c\,\partial_z^2+V$. Then $[h,z]=-2c\,\partial_z$. The function $z\psi_n$ vanishes at the wall, as $\psi_m$ does, so $h$ may be moved onto $\psi_m$ without a boundary term. This gives

$$(E_m-E_n)z_{mn}=-2c\,D_{mn},\qquad D_{mn}=-\frac{m_z}{\hbar^2}(E_m-E_n)z_{mn}.$$

Inserting this in $W_{mn}$ yields

$$W_{mn}=V'_{mn}-\frac{m_z}{\hbar^2}(E_m-E_n)^2z_{mn}.$$

For $V=fz$ with constant $f$, orthogonality makes $V'_{mn}=0$ when $m\ne n$. Yet every diagonal force is $f$, so part (c) gives $|W_{mn}|=f$ for every pair. In this case the bare force operator misses the whole intersubband coupling, which comes from the slope term of part (a).

## (e) A high step, and a well with two walls

*Recover the coupling by starting from a finite barrier. Then apply it to an empty well of width $L$ with one rough wall.*

**Solution.** Let the potential be $U_0$ for $z<0$, with the same mass on both sides and $V(0)=0$. Moving the step by $\Delta$ changes the potential by $U_0$ in a layer of thickness $\Delta$. If $\Delta$ is much smaller than the penetration depth, the first-order coupling per displacement is $U_0\psi_m(0)\psi_n(0)$.

In the barrier $\psi_n\propto e^{\kappa_nz}$ with $\kappa_n=\sqrt{(U_0-E_n)/c}$. Continuity of $\psi_n$ and $\psi_n'$ gives $\psi_n(0)=\psi_n'(0)/\kappa_n$, so

$$U_0\psi_m(0)\psi_n(0)=\frac{U_0}{\sqrt{(U_0-E_m)(U_0-E_n)}}\;c\,\psi_m'(0)\psi_n'(0).$$

The prefactor tends to 1 as $U_0\to\infty$, and the hard-wall result returns. The leading error comes from the slopes. Near the step the wave function extrapolates linearly to zero at $z\approx-1/\kappa$, so the electron feels a hard wall displaced by $1/\kappa$. The error is therefore generally proportional to $U_0^{-1/2}$.

This road takes $\Delta$ to be small before $U_0$ becomes large, an order of limits that parts (a) and (b) did not need. It also shows that the product form survives a finite step with equal masses, provided that the diagonal elements are those of the same finite step.

The step argument is local, so it also applies when a second, flat hard wall stands at $z=L$. For $V=0$ between the walls,

$$\psi_n=\sqrt{\frac2L}\sin\frac{n\pi z}{L},\quad [\psi_n'(0)]^2=\frac{2n^2\pi^2}{L^3},\quad W_{nn}=\frac{2E_n}{L},\quad |W_{mn}|=\frac{2\sqrt{E_mE_n}}{L}.$$

Here $V'_{nn}=0$, because the forces of the two walls cancel. The geometric mean must then be formed from the force $W_{nn}$ of the rough wall alone.

## (f) A silicon inversion layer

*Evaluate the forces and couplings for the lowest ladder of a silicon (100) layer, and judge what the model omits.*

**Solution.** Take as model inputs $m_z=0.916\,m_0$ and $m_t=0.19\,m_0$, and the potential

$$V(z)=eF_dz+e(F_s-F_d)b\left(1-e^{-z/b}\right).$$

The surface field is $F_s=0.6$ MV/cm, the deep field $F_d=0.1$ MV/cm and the decay depth $b=2.5$ nm. Since 1 MV/cm corresponds to 100 meV/nm, $V'$ falls from 60 to 10 meV/nm. With the relative permittivity set to $\epsilon_s=11.7$ in the model, Gauss's law gives a sheet density $\epsilon_s\epsilon_0(F_s-F_d)/e=3.2\times10^{12}$ cm$^{-2}$.

The subband equation was solved by a Galerkin expansion in Legendre polynomials on $0<z<30$ nm. The integrals $V'_{nn}$ were done by Gauss quadrature.

| $n$ | $E_n$ (meV) | $W_{nn}$ (meV/nm) |
|---|---|---|
| 0 | 103.0 | 36.70 |
| 1 | 156.8 | 25.35 |
| 2 | 191.0 | 19.87 |

The force is $10+50\langle e^{-z/b}\rangle$ meV/nm. The averages implied by the table are 0.53, 0.31 and 0.20, so the higher subbands feel a weaker mean field.

For the lowest pair,

$$|W_{01}|=\sqrt{36.70\times25.35}=30.50\ \text{meV/nm},$$

or 0.305 MV/cm as a field. The separate integrals of part (b) give $6.08+24.42=30.50$ meV/nm: the bare force element supplies one fifth of the coupling. The other pairs have $|W_{02}|=27.00$ and $|W_{12}|=22.44$ meV/nm.

A corrugated wall makes the coupling visible as a level splitting. For $\Delta=a\cos qx$, $\Delta_{\pm q}=a/2$. Two states of equal energy coupled by $aW_{01}/2$ separate by $a|W_{01}|$. The Hamiltonian in the coordinates of part (a), with its second-order terms kept, was diagonalized in 12 subbands and 5 plane waves for $a=0.002$ nm. The state of subband 1 at $k=0.25$ nm$^{-1}$ meets subband 0 at $k+q$ for $q=0.325$ nm$^{-1}$. The gap divided by $a$ is 30.50 meV/nm.

**The model beside a real device.** The fields and density are in the range of a silicon transistor in inversion, and 0.3 nm is a rough typical rms roughness. It gives an rms coupling of $0.3\times30.50=9.2$ meV, against a subband spacing of 53.8 meV. The potential is not self-consistent: its charge has a mean depth of 2.5 nm, whereas electrons that were all in the ground subband would have 1.7 nm. The omitted effects differ greatly in size.

- **Penetration.** With a flat oxide barrier of 3.1 eV and mass $0.5\,m_0$, $dE_n/d\Delta$ becomes 37.8 and 26.0 meV/nm for $n=0,1$, about 3% above the hard-wall values.
- **Higher orders.** Moving the whole wall by $+0.3$ or $-0.3$ nm, with $V$ continued smoothly, shifts $E_0$ by $+10.5$ or $-11.6$ meV. First order gives $\pm11.0$ meV, an error of about 5%. A uniform shift does not test the terms of second order in the slope $\nabla\Delta$. In the coordinates of part (a) these can by themselves match or exceed the first-order term when the roughness has a correlation length of only one or two nanometres; the second-order effect of $H_1$ cancels much but not all of them, so the 5% is not a bound on the error for real roughness.
- **Image force.** The oxide, with relative permittivity $\epsilon_{ox}=3.9$, repels the electron through its image charge. The mean force in the unperturbed ground subband is
$$\frac{e^2}{16\pi\epsilon_0\epsilon_s}\,\frac{\epsilon_s-\epsilon_{ox}}{\epsilon_s+\epsilon_{ox}}\left\langle\frac1{z^2}\right\rangle=15.6\ \text{meV/nm}.$$
This is 43% of $W_{00}$, but it is not the change in the roughness coupling. With the image potential in the subband equation, the electron is pushed away from the wall and the wall term $c[\psi_0'(0)]^2$ falls to about 23 meV/nm. The image potential also follows the interface, contrary to the assumption of a fixed $V$, and for a rigid displacement this adds about 12 meV/nm. The sum is about 35 meV/nm, close to the original 36.7. For the pair 01 the corresponding sum is about 28 meV/nm, some 9% below the hard-wall value. This near cancellation is shown only for roughness of long wavelength, and the sum is no longer a product of wall slopes.
- **Field at the dielectric step.** The electric field changes at the interface because the permittivities differ, so a corrugated interface also disturbs $V$. For $\Delta=a\cos qx$, matching the potential and the normal displacement to first order, with no space charge at the interface, adds
$$eF_s\,\frac{\epsilon_s-\epsilon_{ox}}{\epsilon_s+\epsilon_{ox}}\,\Delta\,e^{-qz}$$
to the potential energy in the silicon. The factor before $\Delta e^{-qz}$ is 30 meV/nm. At $q=0.52$ nm$^{-1}$ the element per unit displacement is about 13.5 meV/nm within subband 0 and 3.8 meV/nm for the pair 01, with the same sign as $W$. This term is therefore substantial within a subband and smaller between the two. Neglecting the space charge at the interface suits a real layer, whose electron density vanishes at the wall. The charge behind the model $V$ is largest there; if the displaced wall cut it off, the factor would gain $\epsilon_sV''(0)/[(\epsilon_s+\epsilon_{ox})q]\approx-29$ meV/nm at this $q$ and nearly vanish, so the size of this term depends on how the charge near the wall is treated.
- **Screening.** The electrons respond to the roughness potential. A long-wavelength estimate at 300 K, with all electrons in subband 0 and its finite thickness included, divides the intrasubband element by roughly 2 at $q=0.52$ nm$^{-1}$. This $q$ takes an electron from the bottom of subband 1 to subband 0. The induced potential extends through the well and its elements are not products of wall slopes, so the geometric mean holds for the bare couplings and need not hold for the screened ones.
- **Other valleys.** The ladder with normal mass $0.19\,m_0$ starts 50.6 meV above $E_0$, about twice the thermal energy of 25.9 meV. It has four valleys and a larger density of states, so at 300 K and the density above it holds about 40% of the electrons, while subband 0 holds only about half. The screening estimate, which puts all of them in subband 0, is therefore a rough guide. The relation applies within each ladder and says nothing about transfer between them.

For this layer, penetration and the nonlinearity of a uniform wall shift are effects of a few per cent. The image potential changes the wall term strongly, but its own motion with the interface restores most of the loss when the roughness is smooth. The field at the dielectric step adds a further coupling, mainly within a subband. Screening is a large effect, and steep roughness may need more than first order, so a mobility calculation cannot rest on the bare hard-wall coupling alone.
